# Parity of the Dirac equation and of fermion and antifermion: test program

```python
"""
Result under test: psi(x,t) -> eta*gamma0*psi(-x,t), |eta|=1, is the parity
symmetry of the Dirac equation. Rest spinors of energy +c^2 and -c^2 have
parities +eta and -eta; a hole in the filled sea has parity -conj(eta), so
the product of fermion and antifermion parity is -1 for every eta.
Hartree atomic units (hbar = m = 1). alpha_i, beta: Dirac matrices,
gamma0 = beta; q: charge; Phi, A: potentials; c: speed of light.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import fine_structure

c = 1.0 / fine_structure
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
alpha = [np.kron(pauli[0], s) for s in pauli]
beta = np.kron(pauli[2], np.eye(2))
conj_matrix = 1j * beta @ alpha[1]          # i*gamma^2

# --- Uniqueness: all S with S beta = beta S and S alpha_i = -alpha_i S
one4 = np.eye(4)
rows = [np.kron(one4, beta.T) - np.kron(beta, one4)]
rows += [np.kron(one4, a.T) + np.kron(a, one4) for a in alpha]
_, singular, vh = np.linalg.svd(np.vstack(rows))
n_solutions = int(np.sum(singular < 1e-10))
assert n_solutions == 1
S = vh[-1].conj().reshape(4, 4)
assert np.allclose(S / S[0, 0], beta, atol=1e-10)

# --- Operator identities on arbitrary functions in arbitrary potentials
t, x, y, z = sp.symbols("t x y z", real=True)
cs, q = sp.symbols("c q", positive=True)
coords = (x, y, z)


def exact(matrix):
    return sp.Matrix(4, 4, lambda i, j: int(matrix[i, j].real)
                     + sp.I * int(matrix[i, j].imag))


alpha_s, beta_s = [exact(a) for a in alpha], exact(beta)
conj_s = exact(conj_matrix)


def residual(psi, phi, vec, charge):
    """Left side minus right side of the Dirac equation."""
    out = sp.I * psi.diff(t) - cs**2 * beta_s * psi - charge * phi * psi
    for a, r, comp in zip(alpha_s, coords, vec):
        out -= cs * a * (-sp.I * psi.diff(r) - charge * comp * psi)
    return out


def mirror(expr):
    return expr.subs({x: -x, y: -y, z: -z}, simultaneous=True)


def vanishes(matrix):
    return matrix.applyfunc(sp.expand) == sp.zeros(4, 1)


psi = sp.Matrix([x + sp.I * t * y**2, z * x + 2 * t - sp.I * y,
                 1 + sp.I * z + t * x * y, y * z**2 - sp.I * x + t**2])
phi = x + y * z + t * z**2
vec = (y + x * z, t * x - z**2, 1 + x * y * z)
phi_m, vec_m = mirror(phi), tuple(-mirror(a) for a in vec)
target = mirror(residual(psi, phi, vec, q))
assert vanishes(residual(beta_s * mirror(psi), phi_m, vec_m, q)
                - beta_s * target)
# reflection without gamma0, or an unmirrored potential, must fail
assert not vanishes(residual(mirror(psi), phi_m, vec_m, q) - target)
assert not vanishes(residual(beta_s * mirror(psi), phi, vec, q)
                    - beta_s * target)
# charge conjugation reverses the charge
psi_c = conj_s * psi.conjugate()
assert vanishes(residual(psi_c, phi, vec, -q)
                + conj_s * residual(psi, phi, vec, q).conjugate())
# parity rule of the conjugated wave function
rng = np.random.default_rng(4)
sample = rng.normal(size=4) + 1j * rng.normal(size=4)
eta_test = np.exp(0.7j)
assert np.allclose(conj_matrix @ (eta_test * beta @ sample).conj(),
                   -eta_test.conjugate() * beta
                   @ (conj_matrix @ sample.conj()))


# --- Moving spinors in a general direction: diagonalization against formula
def spinor_numeric(p, sign, spin):
    h = c * sum(pi * a for pi, a in zip(p, alpha)) + c**2 * beta
    values, vectors = np.linalg.eigh(h)
    chosen = vectors[:, sign * values > 0]
    seed = one4[spin if sign > 0 else 2 + spin]
    w = chosen @ (chosen.conj().T @ seed)
    return w / np.linalg.norm(w)


def spinor_formula(p, sign, spin):
    energy = c * np.sqrt(np.dot(p, p) + c**2)
    chi = np.eye(2)[spin]
    small = c * sum(pi * s for pi, s in zip(p, pauli)) @ chi
    small = small / (energy + c**2)
    w = np.concatenate([chi, small] if sign > 0 else [-small, chi])
    return w / np.linalg.norm(w)


p_general = np.array([60.0, -110.0, 85.0])
for sign in (1, -1):
    for spin in (0, 1):
        w = spinor_numeric(p_general, sign, spin)
        assert np.allclose(w, spinor_formula(p_general, sign, spin),
                           atol=1e-10)
        assert np.allclose(beta @ w,
                           sign * spinor_numeric(-p_general, sign, spin),
                           atol=1e-10)

# --- Ring of five points, motion along z
n_points, p_unit = 5, 100.0
length = 2 * np.pi / p_unit
positions = np.arange(n_points) * length / n_points
momenta = p_unit * np.arange(-2, 3)
waves = {k: np.exp(1j * k * positions) / np.sqrt(n_points) for k in momenta}
p_matrix = sum(k * np.outer(w, w.conj()) for k, w in waves.items())
H = np.kron(p_matrix, c * alpha[2]) + np.kron(np.eye(n_points), c**2 * beta)
reflect = np.zeros((n_points, n_points))
for j in range(n_points):
    reflect[j, -j % n_points] = 1.0
parity_one = np.kron(reflect, beta)          # eta = 1
bare = np.kron(reflect, one4)                # reflection without gamma0


def commutator_size(op):
    return np.linalg.norm(op @ H - H @ op) / np.linalg.norm(H)


comm_parity, comm_bare = commutator_size(parity_one), commutator_size(bare)
assert comm_parity < 1e-12 and comm_bare > 0.1
levels, states = np.linalg.eigh(H)
n_sea = int(np.sum(levels < 0))
assert n_sea == 10


def orbital(sign, k, spin):
    chosen = states[:, sign * levels > 0]
    seed = np.kron(waves[k], one4[spin if sign > 0 else 2 + spin])
    v = chosen @ (chosen.conj().T @ seed)
    return v / np.linalg.norm(v)


def expect(op, v):
    return np.vdot(v, op @ v) / np.vdot(v, v)


rest_data = []
for sign in (1, -1):
    for spin in (0, 1):
        v = orbital(sign, 0.0, spin)
        assert np.allclose(parity_one @ v, sign * v, atol=1e-10)
        rest_data.append((expect(H, v).real, expect(parity_one, v).real))
# moving standing waves: both parities at either sign of energy
standing = []
for sign in (1, -1):
    v = orbital(sign, p_unit, 0)
    assert abs(expect(parity_one, v)) < 1e-10
    for combine in (1, -1):
        s = v + combine * parity_one @ v
        energy, par = expect(H, s).real, expect(parity_one, s).real
        assert np.linalg.norm(H @ s - energy * s) < 1e-7
        assert abs(par - combine) < 1e-10 and sign * energy > 0
        standing.append((energy, par))

# --- Filled sea: many-electron matrix elements as determinants
labels = [(k, spin) for k in momenta for spin in (0, 1)]
sea = np.column_stack([orbital(-1, k, s) for k, s in labels])
assert np.allclose(sea.conj().T @ sea, np.eye(n_sea), atol=1e-10)


def element(left, op, right):
    return np.linalg.det(left.conj().T @ op @ right)


rest_column = labels.index((0.0, 0))
electron = orbital(1, 0.0, 0)
with_electron = np.column_stack([sea, electron])
with_hole = np.delete(sea, rest_column, axis=1)
with_pair = np.column_stack([with_hole, electron])
many_body = []
for name, eta in (("1", 1.0 + 0j), ("i", 1j), ("exp(0.7i)", eta_test)):
    op = eta * parity_one
    vacuum = element(sea, op, sea)
    e_par, h_par, pair_par = [element(m, op, m) / vacuum for m in
                              (with_electron, with_hole, with_pair)]
    assert abs(e_par - eta) < 1e-10
    assert abs(h_par + np.conj(eta)) < 1e-10
    assert abs(pair_par + 1) < 1e-10 and abs(e_par * h_par + 1) < 1e-10
    many_body.append((name, e_par, h_par, pair_par))

# moving pairs: electron momentum k, hole momentum -k, all spin choices
pairs = []
for k in (p_unit, -p_unit):
    for spin_e in (0, 1):
        for spin_removed in (0, 1):
            m = sea.copy()
            m[:, labels.index((k, spin_removed))] = orbital(1, k, spin_e)
            pairs.append(m)
op = eta_test * parity_one
vacuum = element(sea, op, sea)
pair_matrix = np.array([[element(a, op, b) / vacuum for b in pairs]
                        for a in pairs])
swap = np.array([[0, 1], [1, 0]])
assert np.allclose(pair_matrix, -np.kron(swap, one4), atol=1e-10)
spin_part = np.array([1, 0, 0, 0])
even_pair = expect(pair_matrix, np.kron([1, 1], spin_part)).real
odd_pair = expect(pair_matrix, np.kron([1, -1], spin_part)).real
assert abs(even_pair + 1) < 1e-10 and abs(odd_pair - 1) < 1e-10

# spherical harmonics at the opposite direction
for L in range(4):
    for M in range(-L, L + 1):
        here = mp.spherharm(L, M, 0.8, 0.5)
        there = mp.spherharm(L, M, mp.pi - 0.8, 0.5 + mp.pi)
        assert abs(there - (-1)**L * here) < 1e-12

# --- Numbers for the text
moving = spinor_numeric([0, 0, p_unit], 1, 0)
moving_energy = expect(H, orbital(1, p_unit, 0)).real
assert abs(moving_energy / (c * np.sqrt(p_unit**2 + c**2)) - 1) < 1e-12
beta_mean = expect(beta, moving).real
assert abs(beta_mean - c**2 / moving_energy) < 1e-10


def show(value):
    value = complex(round(value.real, 6) + 0.0, round(value.imag, 6) + 0.0)
    return f"{value.real:+.4f}{value.imag:+.4f}i"


print(f"speed of light c = {c:.4f} a.u.")
print(f"rest energy c^2 = {c**2:.3f} hartree")
print(f"independent matrices S allowed = {n_solutions} (number)")
print(f"ring: points = {n_points}, length = {length:.6f} bohr")
print("ring momenta =", momenta.tolist(), "a.u.")
print(f"one-electron states = {len(levels)}, in the sea = {n_sea}")
print(f"relative commutator with H, with gamma0 = {comm_parity:.1e}")
print(f"relative commutator with H, without gamma0 = {comm_bare:.4f}")
print("Rest states, eta = 1 (two spins for each energy):")
for energy, par in rest_data:
    print(f"  energy = {energy:.3f} hartree, parity = {par:+.4f}")
print(f"Moving electron, p = {p_unit:.1f} a.u. along z, spin up:")
print(f"  energy = {moving_energy:.3f} hartree")
print(f"  upper component = {moving[0].real:.6f} (no unit)")
print(f"  lower component = {moving[2].real:.6f} (no unit)")
print(f"  lower/upper = {(moving[2] / moving[0]).real:.6f} (no unit)")
print(f"  mean of gamma0 = {beta_mean:.6f} (no unit)")
print("Standing waves of p and -p, eta = 1:")
for energy, par in standing:
    print(f"  energy = {energy:.3f} hartree, parity = {par:+.4f}")
print("Parities relative to the filled sea (no unit):")
for name, e_par, h_par, pair_par in many_body:
    print(f"  eta = {name}: electron {show(e_par)}, hole {show(h_par)},"
          f" pair {show(pair_par)}")
print(f"moving pair, even amplitude: parity = {even_pair:+.4f}")
print(f"moving pair, odd amplitude: parity = {odd_pair:+.4f}")
print("no test failed")
```

Output:

```
speed of light c = 137.0360 a.u.
rest energy c^2 = 18778.865 hartree
independent matrices S allowed = 1 (number)
ring: points = 5, length = 0.062832 bohr
ring momenta = [-200.0, -100.0, 0.0, 100.0, 200.0] a.u.
one-electron states = 20, in the sea = 10
relative commutator with H, with gamma0 = 2.0e-16
relative commutator with H, without gamma0 = 1.4363
Rest states, eta = 1 (two spins for each energy):
  energy = 18778.865 hartree, parity = +1.0000
  energy = 18778.865 hartree, parity = +1.0000
  energy = -18778.865 hartree, parity = -1.0000
  energy = -18778.865 hartree, parity = -1.0000
Moving electron, p = 100.0 a.u. along z, spin up:
  energy = 23247.246 hartree
  upper component = 0.950734 (no unit)
  lower component = 0.310009 (no unit)
  lower/upper = 0.326073 (no unit)
  mean of gamma0 = 0.807789 (no unit)
Standing waves of p and -p, eta = 1:
  energy = 23247.246 hartree, parity = +1.0000
  energy = 23247.246 hartree, parity = -1.0000
  energy = -23247.246 hartree, parity = +1.0000
  energy = -23247.246 hartree, parity = -1.0000
Parities relative to the filled sea (no unit):
  eta = 1: electron +1.0000+0.0000i, hole -1.0000+0.0000i, pair -1.0000+0.0000i
  eta = i: electron +0.0000+1.0000i, hole +0.0000+1.0000i, pair -1.0000+0.0000i
  eta = exp(0.7i): electron +0.7648+0.6442i, hole -0.7648+0.6442i, pair -1.0000+0.0000i
moving pair, even amplitude: parity = -1.0000
moving pair, odd amplitude: parity = +1.0000
no test failed
```
